# Thermal Conductance of One Perfectly Transmitted Phonon Channel, part 1

(Sections cited here and not found follow in the second part.)

## First half: from counting modes to the conductance

A long, uniform elastic guide joins two heat reservoirs. The left one has temperature $T_L$, the right one $T_R$, and heat flows along the guide, in the $z$ direction, by lattice vibrations. The guide may be an atomic chain, a thin wire or a narrow bridge. Its vibrations are waves with wavenumber $k$ and angular frequency $\omega(k)\ge 0$, and their group velocity is $v=d\omega/dk$. A wave with $v>0$ is called a right-mover.

The following assumptions hold until a part of the problem changes them.

- The lattice is harmonic, so the waves do not scatter from one another.
- Each reservoir fills the waves that leave it according to its own temperature. The mean number of quanta in such a wave is $n(\omega,T)=1/(e^{\hbar\omega/k_BT}-1)$.
- One channel means one right-moving state at each frequency. Time reversal turns $k$ into $-k$ at the same frequency, so there is also one left-moving state.
- The channel is open from $\omega=0$ up to frequencies far above $k_BT/\hbar$.

The thermal conductance $G$ is the heat current divided by the temperature difference, in the limit of a small difference. The aim is to find $G$ for one channel without reflection, and to find out what the speed of the waves has to do with it.

**(a) Find the energy current carried by the right-movers when they are all filled at temperature $T$.**

*Solution.* The first need is the current carried by a single wave. Take a packet built from wavenumbers $k'$ close to $k$:

$$u(z,t)=\mathrm{Re}\int dk'\,A(k')\,e^{i[k'z-\omega(k')t]} .$$

Over the narrow range of $k'$ the frequency is $\omega(k')\approx\omega+v(k'-k)$. Taking the common factor out of the integral gives

$$u(z,t)=\mathrm{Re}\;e^{i(kz-\omega t)}\,F(z-vt),\qquad F(s)=\int dk'\,A(k')\,e^{i(k'-k)s}.$$

The envelope $F$ moves at the group velocity, and the energy is located where the envelope is. If a wave has energy $E$ spread evenly over a length $L$, the energy that crosses a fixed point in a time $dt$ is that contained in the length $v\,dt$. The current is therefore $vE/L$.

An atomic chain shows the same thing without packets. Let atoms of mass $m$ and spacing $a$ be joined by springs of stiffness $K$, with displacements $u_j=A\cos\theta_j$ and $\theta_j=kaj-\omega t$. The mean kinetic energy per atom is $m\omega^2A^2/4$. The mean potential energy is equal to it, as for any harmonic mode, so the energy per length is $m\omega^2A^2/(2a)$. The spring between atoms $j$ and $j+1$ pushes the latter with force $K(u_j-u_{j+1})$, and the mean power it delivers is

$$P=K\langle(u_j-u_{j+1})\dot u_{j+1}\rangle
=KA^2\omega\,\langle\cos\theta_j\sin(\theta_j+ka)\rangle
=\tfrac12KA^2\omega\sin ka .$$

The term $u_{j+1}\dot u_{j+1}$ has dropped out because it is the time derivative of a periodic quantity. Power divided by energy per length is

$$\frac{P}{m\omega^2A^2/(2a)}=\frac{Ka\sin ka}{m\omega}.$$

The chain obeys $\omega^2=(4K/m)\sin^2(ka/2)$. Differentiation gives $2\omega v=(2Ka/m)\sin ka$, so the ratio is indeed $v$.

Now add up the waves. On a length $L$ with periodic ends, $k$ takes the values $2\pi j/L$ with integer $j$. A wave with mean occupation $n$ has energy $\hbar\omega(n+\tfrac12)$. The half quantum does not depend on temperature and cancels between the two directions of travel, so it is left out. The current is

$$J(T)=\frac1L\sum_{v>0}v\,\hbar\omega\,n(\omega,T).$$

Neighbouring values of $k$ are $2\pi/L$ apart. For a long guide the sum over $k$ becomes $L/(2\pi)$ times an integral, and the length cancels:

$$J(T)=\int_{v>0}\frac{dk}{2\pi}\,v(k)\,\hbar\omega(k)\,n(\omega(k),T).$$

**(b) Write the current as an integral over frequency. What remains of the dispersion $\omega(k)$?**

*Solution.* Suppose first that $\omega$ rises steadily with $k$ from zero. Since $v=d\omega/dk$, the product $v\,dk$ is $d\omega$, and

$$J(T)=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,n(\omega,T).$$

The upper limit stands for a frequency so high that $n$ is negligible there. Nothing in the integrand refers to the dispersion.

The cancellation can be read as a statement about counting. In a frequency interval $d\omega$ the right-movers number $L\,dk/(2\pi)=L\,d\omega/(2\pi v)$. The density of states per length and per unit angular frequency is thus $1/(2\pi v)$. Each state carries its energy past a given point at a rate proportional to $v$. The product of the two factors is

$$v\times\frac{1}{2\pi v}=\frac1{2\pi}.$$

In ordinary frequency $f=\omega/2\pi$, this says that one channel delivers $n\,df$ quanta per second from the interval $df$. A slow wave has its states packed closely in frequency, and a fast wave has them far apart. In both cases the rate at which states arrive is the same.

The velocity need not be constant for this. If $\omega=\alpha k^2$, then $v=2\alpha k$ tends to zero at low frequency and the density of states grows without limit, yet $v\,dk=2\alpha k\,dk=d\omega$ as before.

A branch may also fall over part of its range of positive $k$. There $v<0$, and the right-mover is the mirror state at $-k$. It contributes $|v|\,dk=|d\omega|$. A branch that passes through a given frequency three times at positive $k$ therefore supplies three right-movers at that frequency, which count as three channels there. In general, if $M(\omega)$ is the number of right-movers at $\omega$, the integrand is multiplied by $M(\omega)$. The velocities still cancel, and what the dispersion can change is the count $M$. For the single channel considered here, $M=1$.

**(c) Let the guide contain an obstacle that transmits a fraction $\mathcal T(\omega)$ of the incident energy at each frequency, without changing the frequency. Find the net heat current and the conductance as an integral.**

*Solution.* Right-movers start from the left reservoir with occupation $n(\omega,T_L)$, and left-movers from the right reservoir with $n(\omega,T_R)$. It must first be shown that the obstacle transmits equally in both directions.

Let the wave amplitudes be scaled so that their squared moduli are energy currents. A wave from the left has reflection amplitude $r$ and transmission amplitude $t$. For a wave from the right they are $r'$ and $t'$. The outgoing amplitudes follow from the incoming ones through the matrix

$$S=\begin{pmatrix} r & t'\\ t & r'\end{pmatrix}.$$

Energy is conserved for every superposition of incoming waves, so $S$ preserves the length of every vector and is unitary. The first column of a unitary matrix has unit length, which gives $|r|^2+|t|^2=1$. The first row also has unit length, which gives $|r|^2+|t'|^2=1$. Hence $|t|^2=|t'|^2=\mathcal T(\omega)$.

The net heat current to the right is then

$$Q=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T(\omega)\,
[\,n(\omega,T_L)-n(\omega,T_R)\,].$$

Put $T_L=T+\Delta T/2$ and $T_R=T-\Delta T/2$. To first order in $\Delta T$ the bracket is $(\partial n/\partial T)\,\Delta T$, so

$$G=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T(\omega)\,\frac{\partial n}{\partial T}.$$

Define $x=\hbar\omega/(k_BT)$, so that $n=1/(e^x-1)$. At fixed $\omega$ one has $\partial x/\partial T=-x/T$, and therefore

$$\frac{\partial n}{\partial T}
=-\frac{e^x}{(e^x-1)^2}\left(-\frac xT\right)
=\frac{x}{T}\,\frac{e^x}{(e^x-1)^2}.$$

The remaining factors are $\hbar\omega=k_BT\,x$ and $d\omega=(k_BT/\hbar)\,dx$. Their prefactors combine to

$$\frac1{2\pi}\cdot\frac{k_BT}{\hbar}\cdot k_BT\cdot\frac1T
=\frac{k_B^2T}{2\pi\hbar}=\frac{k_B^2T}{h}.$$

With the abbreviation $W(x)=x^2e^x/(e^x-1)^2$, the conductance is

$$G=\frac{k_B^2T}{h}\int_0^\infty \mathcal T\,W(x)\,dx .$$

The function $W$ is the heat capacity of one oscillator in units of $k_B$. It is 1 at $x=0$ and falls off as $x^2e^{-x}$ at large $x$, so it selects the frequencies that are thermally active.

**(d) Evaluate the conductance for perfect transmission.**

*Solution.* Set $\mathcal T=1$. For $x>0$ the geometric series is

$$\frac1{e^x-1}=\sum_{j=1}^\infty e^{-jx}.$$

Differentiating both sides and changing the sign gives

$$\frac{e^x}{(e^x-1)^2}=\sum_{j=1}^\infty j\,e^{-jx}.$$

All terms are positive, so the series may be integrated term by term. Two integrations by parts give $\int_0^\infty x^2e^{-jx}dx=2/j^3$. Hence

$$\int_0^\infty W(x)\,dx=\sum_{j=1}^\infty j\cdot\frac{2}{j^3}=2\sum_{j=1}^\infty\frac1{j^2}.$$

The last sum follows from the Fourier series of $y^2$ on $-\pi\le y\le\pi$. Its constant term is the mean value $\pi^2/3$. Its cosine coefficients are

$$a_j=\frac2\pi\int_0^\pi y^2\cos jy\,dy
=-\frac{4}{\pi j}\int_0^\pi y\sin jy\,dy
=-\frac4{\pi j}\left(-\frac{\pi(-1)^j}{j}\right)=\frac{4(-1)^j}{j^2}.$$

At $y=\pi$ one has $\cos j\pi=(-1)^j$, and the series reads $\pi^2=\pi^2/3+4\sum_j1/j^2$. The sum is therefore $\pi^2/6$, and the thermal integral is $\pi^2/3=3.2899$. The conductance of the perfect channel is

$$G_0=\frac{\pi^2k_B^2T}{3h}.$$

With the SI values of $k_B$ and $h$ this is $G_0/T=0.9464\ \mathrm{pW/K^2}$.

This value is called the quantum of thermal conductance. It is proportional to temperature, so it is a universal function of $T$ and not a fixed number of watts per kelvin. It is also an upper bound for one channel: since $W\ge0$ and $\mathcal T\le1$, no reflection and no missing range of frequency can raise $G$ above $G_0$.

**(e) A fast wave carries energy away more quickly than a slow one. Explain, with the energy stored in the guide, why this does not raise the conductance.**

*Solution.* Consider right-movers with $\omega=vk$ and constant $v$, filled at temperature $T$. Their current is, with the same change of variable as in part (c),

$$J=\frac{(k_BT)^2}{h}\int_0^\infty\frac{x\,dx}{e^x-1}
=\frac{(k_BT)^2}{h}\sum_{j=1}^\infty\frac1{j^2}
=\frac{\pi^2k_B^2T^2}{6h},$$

where $\int_0^\infty xe^{-jx}dx=1/j^2$ was used. All the energy moves at speed $v$, so the energy per length is

$$u=\frac Jv=\frac{\pi^2k_B^2T^2}{6hv}.$$

Doubling the speed at fixed temperature halves the stored energy per length and leaves the product $uv$ unchanged. The derivative $dJ/dT=\pi^2k_B^2T/(3h)$ is again $G_0$.

The sum of part (a) can be evaluated mode by mode for a ring of atoms. Take $10^6$ atoms spaced by $0.5$ nm at $T=1.0$ K, with $\omega=(2v_s/a)\sin(ka/2)$, where $v_s$ is the speed of long waves. The temperature derivative is formed from sums at 1 mK above and below $T$. The results are:

- $v_s=2000$ m/s: $u=0.2367$ fJ/m and $G=0.9464$ pW/K;
- $v_s=4000$ m/s: $u=0.1183$ fJ/m and $G=0.9464$ pW/K;
- $v_s=8000$ m/s: $u=0.0591$ fJ/m and $G=0.9463$ pW/K.

The stored energy falls by a factor of four from the first ring to the last, while the conductance stays at $G_0$. The change in the last digit comes from the finite ring. The sum starts at the first nonzero $k$ and so misses half an interval next to $k=0$, where $W=1$. In $x$ the interval is $hv_s/(Lk_BT)$, which is about $8\times10^{-4}$ for the fastest ring. Half of it, divided by 3.29, is a relative loss of about $10^{-4}$.

## Second half: a germanium bridge and the limits of the result

The symbols are those of the first half. A wave has angular frequency $\omega$, wavenumber $k$ and group velocity $v=d\omega/dk$, and $x=\hbar\omega/(k_BT)$. A channel with energy transmission $\mathcal T(\omega)$ has the conductance

$$G=\frac{k_B^2T}{h}\int\mathcal T\,W(x)\,dx,\qquad W(x)=\frac{x^2e^x}{(e^x-1)^2},$$

where the integral covers the frequencies at which the channel is open. For $\mathcal T=1$ at all $x>0$ the integral is $\pi^2/3$, and $G=G_0=\pi^2k_B^2T/(3h)$, or $0.9464\ \mathrm{pW/K^2}$ times $T$. Right-movers filled at temperature $T$ carry the current $J(T)=\pi^2k_B^2T^2/(6h)$.

The example is a suspended germanium bridge with a section of 100 nm by 60 nm and a length of 1000 nm, at $T=0.1$ K. The crystal axes lie along its edges. Its elastic constants are $c_{11}=129$, $c_{12}=48$ and $c_{44}=67$ GPa, and its density is $\rho=5320\ \mathrm{kg/m^3}$. These numbers define the model. They are rough values for germanium and not measured data, so digits beyond the second in the speeds and gap frequencies below belong to the model and not to a real bridge. The thermal frequency $k_BT/h$ is 2.084 GHz.

For a perfectly transmitting channel open from zero frequency to far above the thermal range, the wave velocity cancels and the conductance is $G_0=\pi^2k_B^2T/(3h)$. It remains to count the channels of the germanium bridge and to see how gaps, a finite temperature difference, reflection at the ends and the top of the band affect the result.

Numerical values quoted here were computed with a short program.
